# The half-shell break and quarter-shell plateaus in lanthanide 4f ionisation: verification in Python

```python
# Result under test: for Hund ground terms of f^n (no spin-orbit coupling),
#   E(n) = n(n-1)/2 E0 + e1(n) E1 + e3(n) E3,
# e1 = 0 up to n = 7 and 9(n-7) above; e3 = 0,0,-9,-21,-21,-9,0 and repeats.
# The removal energy I(q) = smooth part - change(e1) E1 - change(e3) E3 then
# breaks after q = 7 and flattens near one quarter and three quarters filling.
# F = (F^0, F^2, F^4, F^6) are Slater integrals; E0, E1, E3 Racah parameters;
# c[k][m,m'] are angular coefficients; J and K are direct and exchange energies.
import itertools
from math import factorial, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import gamma, gammainc, lpmv

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
RANKS = (0, 2, 4, 6)
M_VALUES = list(range(3, -4, -1))
SCALE = (1.0, 15.0, 33.0, 429.0 / 5.0)

# Angular coefficients from their definition as integrals over the sphere.
x_nodes, x_weights = np.polynomial.legendre.leggauss(16)


def theta(l, m):
    a = abs(m)
    norm = sqrt((2 * l + 1) / 2 * factorial(l - a) / factorial(l + a))
    phase = (-1) ** a if m < 0 else 1
    return phase * norm * lpmv(a, l, x_nodes)


c = np.zeros((4, 7, 7))
for ik, k in enumerate(RANKS):
    for i, m in enumerate(M_VALUES):
        for j, mp in enumerate(M_VALUES):
            if abs(m - mp) <= k:
                integrand = theta(k, m - mp) * theta(3, m) * theta(3, mp)
                c[ik, i, j] = sqrt(2 / (2 * k + 1)) * (x_weights @ integrand)


def direct_exchange(F):
    J = sum(F[k] * np.outer(np.diag(c[k]), np.diag(c[k])) for k in range(4))
    K = sum(F[k] * c[k] ** 2 for k in range(4))
    return J, K


def racah(F):
    f2, f4, f6 = [F[k] / SCALE[k] ** 2 for k in (1, 2, 3)]
    E0 = F[0] - 10 * f2 - 33 * f4 - 286 * f6
    E1 = (70 * f2 + 231 * f4 + 2002 * f6) / 9
    E3 = (5 * f2 + 6 * f4 - 91 * f6) / 3
    return E0, E1, E3


# Spin orbitals 0..6 are spin up and 7..13 spin down, each with m = 3..-3.
def orbital_m(i):
    return M_VALUES[i % 7]


def repulsion(a, b, p, q, F):
    if a // 7 != p // 7 or b // 7 != q // 7:
        return 0.0
    if orbital_m(a) + orbital_m(b) != orbital_m(p) + orbital_m(q):
        return 0.0
    return sum(F[k] * c[k, a % 7, p % 7] * c[k, q % 7, b % 7]
               for k in range(4))


def pair_table(F):
    pairs = list(itertools.combinations(range(14), 2))
    table = {}
    for p, q in pairs:
        table[p, q] = []
        for a, b in pairs:
            value = repulsion(a, b, p, q, F) - repulsion(a, b, q, p, F)
            if abs(value) > 1e-14:
                table[p, q].append((a, b, value))
    return table


def sector_levels(n_up, n_down, table):
    """All repulsion eigenvalues in the sector of total M_L = 0."""
    dets = []
    for up in itertools.combinations(range(7), n_up):
        for down in itertools.combinations(range(7, 14), n_down):
            if sum(orbital_m(i) for i in up + down) == 0:
                dets.append(up + down)
    index = {det: i for i, det in enumerate(dets)}
    H = np.zeros((len(dets), len(dets)))
    for det, column in index.items():
        for i, j in itertools.combinations(range(len(det)), 2):
            rest = det[:i] + det[i + 1:j] + det[j + 1:]
            for a, b, value in table[det[i], det[j]]:
                if a in rest or b in rest:
                    continue
                new = tuple(sorted(rest + (a, b)))
                sign = (-1) ** (i + j + new.index(a) + new.index(b))
                H[index[new], column] += sign * value
    assert np.allclose(H, H.T, atol=1e-10)
    return np.linalg.eigvalsh(H)


def ground_energies(F):
    table = pair_table(F)
    # The smallest spin projection contains every term of the configuration.
    return np.array([sector_levels((n + 1) // 2, n // 2, table)[0]
                     for n in range(15)])


def hund_determinant_energy(n, F):
    J, K = direct_exchange(F)
    energy = 0.0
    for a, b in itertools.combinations(range(n), 2):
        energy += J[a % 7, b % 7]
        if a // 7 == b // 7:
            energy -= K[a % 7, b % 7]
    return energy


# Slater integrals of a hydrogenic 4f orbital with an effective charge.
effective_charge = 14.0
decay = effective_charge / 2


def density(r):
    return decay ** 9 * r ** 8 * np.exp(-decay * r) / factorial(8)


def slater_definition(k):
    def integrand(r):
        inner = gamma(9 + k) / factorial(8) / decay ** k
        inner *= gammainc(9 + k, decay * r)
        return 2 * density(r) * inner / r ** (k + 1)
    return quad(integrand, 0, 60 / decay, epsabs=1e-12, epsrel=1e-11)[0]


def slater_ratio_form(k):
    integral = quad(lambda t: t ** (8 + k) / (1 + t) ** 17, 0, 1,
                    epsabs=1e-16, epsrel=1e-11)[0]
    return 2 * decay * factorial(16) / factorial(8) ** 2 * integral


F_hartree = np.array([slater_definition(k) for k in RANKS])
assert np.allclose(F_hartree, [slater_ratio_form(k) for k in RANKS], rtol=1e-8)
assert np.all(np.diff(F_hartree) < 0)
mean_radius = quad(lambda r: r * density(r), 0, 60 / decay)[0]
assert abs(mean_radius - 18 / effective_charge) < 1e-8
F = F_hartree * HARTREE_EV
E0, E1, E3 = racah(F)
assert E1 > 0 and E3 > 0

# Spherical half shell, parallel-pair mean and pair shifts h.
J, K = direct_exchange(F)
assert np.allclose(J.sum(axis=1), 7 * F[0])
assert np.allclose((J - K).sum(axis=1), 6 * E0)
assert abs(7 * (F[0] - E0) - 9 * E1) < 1e-9
h = (J - K - E0) / E3
np.fill_diagonal(h, 0.0)
assert np.allclose(h.sum(axis=1), 0, atol=1e-8)
assert np.allclose([h[0, 1], h[0, 2], h[0, 3], h[1, 2]], [-9, -9, -6, -3])
table = pair_table(F)
triplet_shifts = (sector_levels(2, 0, table) - E0) / E3
assert np.allclose(triplet_shifts, [-9, 0, 33], atol=1e-8)

# Ground energies by diagonalization against the claimed coefficients.
half_e3 = [0, 0, -9, -21, -21, -9, 0]
claimed_e3 = np.array(half_e3 + half_e3 + [0])
claimed_e1 = np.array([9 * max(0, n - 7) for n in range(15)])
numbers = np.arange(15)
pair_count = numbers * (numbers - 1) / 2
energies = ground_energies(F)
second_F = np.array([20.0, 10.0, 7.0, 4.0])
for parameters, found in ((F, energies), (second_F, ground_energies(second_F))):
    e0p, e1p, e3p = racah(parameters)
    formula = pair_count * e0p + claimed_e1 * e1p + claimed_e3 * e3p
    assert np.allclose(found, formula, atol=1e-7)
    determinants = [hund_determinant_energy(n, parameters) for n in numbers]
    assert np.allclose(found, determinants, atol=1e-7)

# Contact repulsion removes E3 but keeps the half-shell break.
contact_F = np.array([1.0, 5.0, 9.0, 13.0])
contact_E0, contact_E1, contact_E3 = racah(contact_F)
assert abs(contact_E0) < 1e-12 and abs(contact_E3) < 1e-12
contact_energies = ground_energies(contact_F)
contact_cost = np.diff(contact_energies)
assert np.allclose(contact_cost, [0] * 7 + [7] * 7, atol=1e-8)
e1 = contact_energies / contact_E1
e3 = (energies - pair_count * E0 - e1 * E1) / E3
assert np.allclose(e1, claimed_e1, atol=1e-7)
assert np.allclose(e3, claimed_e3, atol=1e-6)

# Removal energies with a chosen smooth part, using diagonalized energies.
smooth_start, smooth_step = 20.0, 1.0
q = np.arange(1, 15)
smooth = smooth_start + smooth_step * (q - 1)
removal = smooth + (q - 1) * E0 + energies[:-1] - energies[1:]
steps = np.diff(removal)
assert np.argmin(steps) == 6
assert abs(steps[6] - (smooth_step - 9 * E1)) < 1e-7
quarter = steps[[2, 3, 9, 10]]
assert np.allclose(quarter, smooth_step - 12 * E3, atol=1e-7)
others = np.delete(steps, [2, 3, 6, 9, 10])
assert others.min() > quarter.max()


def integers(values):
    return " ".join(str(int(round(v))) for v in values)


def term_label(n):
    L = abs(sum(orbital_m(i) for i in range(n)))
    return str(min(n, 14 - n) + 1) + "SPDFGHI"[L]


print("Scaled c^k: factors 15, 33, 429/5 for k = 2, 4, 6")
for ik in (1, 2, 3):
    s = SCALE[ik]
    print(f"k={RANKS[ik]} c(m,m), m=3..-3:", integers(s * np.diag(c[ik])))
    print(f"k={RANKS[ik]} c(3,m)^2, m=3..-3:", integers((s * c[ik, 0]) ** 2))
    print(f"k={RANKS[ik]} c(2,1)^2:", integers([(s * c[ik, 1, 2]) ** 2]))
print("Triplet shifts H, F, P (units of E3):", integers(triplet_shifts))
print("h(3,2), h(3,1), h(3,0), h(2,1):",
      integers([h[0, 1], h[0, 2], h[0, 3], h[1, 2]]))
print(f"Effective charge: {effective_charge:.0f} (dimensionless)")
print(f"Mean 4f radius: {mean_radius * BOHR_ANGSTROM:.4f} angstrom")
for k, value in zip(RANKS, F):
    print(f"F^{k}: {value:.4f} eV")
print(f"E0: {E0:.4f} eV")
print(f"E1: {E1:.4f} eV")
print(f"E3: {E3:.5f} eV")
print(f"Half-shell lowering 9 E1: {9 * E1:.4f} eV")
print(f"9 E1 converted: {9 * E1 / HARTREE_EV:.5f} hartree")
print(f"Quarter-shell lowering per step 12 E3: {12 * E3:.4f} eV")
print(f"12 E3 converted: {12 * E3 / HARTREE_EV:.5f} hartree")
print(f"Smooth part: {smooth_start:.1f} eV at q=1, "
      f"rise {smooth_step:.1f} eV per element")
print("q term e1 e3 | smooth, I(q), step to q+1 (eV)")
for i, n in enumerate(q):
    step_text = f"{steps[i]:+.3f}" if i < 13 else "none"
    print(f"{n:2d} {term_label(n)} {int(round(e1[n])):2d} "
          f"{int(round(e3[n])):3d} | {smooth[i]:.1f} "
          f"{removal[i]:.3f} {step_text}")
print("Contact repulsion, cost of electrons 1..14 (units of F^0):",
      integers(contact_cost))
print("every check passed")
```

Printed output:

```
Scaled c^k: factors 15, 33, 429/5 for k = 2, 4, 6
k=2 c(m,m), m=3..-3: -5 0 3 4 3 0 -5
k=2 c(3,m)^2, m=3..-3: 25 25 10 0 0 0 0
k=2 c(2,1)^2: 15
k=4 c(m,m), m=3..-3: 3 -7 1 6 1 -7 3
k=4 c(3,m)^2, m=3..-3: 9 30 54 63 42 0 0
k=4 c(2,1)^2: 32
k=6 c(m,m), m=3..-3: -1 6 -15 20 -15 6 -1
k=6 c(3,m)^2, m=3..-3: 1 7 28 84 210 462 924
k=6 c(2,1)^2: 105
Triplet shifts H, F, P (units of E3): -9 0 33
h(3,2), h(3,1), h(3,0), h(2,1): -9 -9 -6 -3
Effective charge: 14 (dimensionless)
Mean 4f radius: 0.6804 angstrom
F^0: 19.1341 eV
F^2: 10.7203 eV
F^4: 7.1627 eV
F^6: 5.2993 eV
E0: 18.2348 eV
E1: 0.6995 eV
E3: 0.07073 eV
Half-shell lowering 9 E1: 6.2957 eV
9 E1 converted: 0.23136 hartree
Quarter-shell lowering per step 12 E3: 0.8487 eV
12 E3 converted: 0.03119 hartree
Smooth part: 20.0 eV at q=1, rise 1.0 eV per element
q term e1 e3 | smooth, I(q), step to q+1 (eV)
 1 2F  0   0 | 20.0 20.000 +1.637
 2 3H  0  -9 | 21.0 21.637 +1.212
 3 4I  0 -21 | 22.0 22.849 +0.151
 4 5I  0 -21 | 23.0 23.000 +0.151
 5 6H  0  -9 | 24.0 23.151 +1.212
 6 7F  0   0 | 25.0 24.363 +1.637
 7 8S  0   0 | 26.0 26.000 -5.296
 8 7F  9   0 | 27.0 20.704 +1.637
 9 6H 18  -9 | 28.0 22.341 +1.212
10 5I 27 -21 | 29.0 23.553 +0.151
11 4I 36 -21 | 30.0 23.704 +0.151
12 3H 45  -9 | 31.0 23.856 +1.212
13 2F 54   0 | 32.0 25.068 +1.637
14 1S 63   0 | 33.0 26.704 none
Contact repulsion, cost of electrons 1..14 (units of F^0): 0 0 0 0 0 0 0 7 7 7 7 7 7 7
every check passed
```
